Tilt of silicon-hydrogen bonds from an internal-reflection dichroic ratio

**Data and conventions**

A silicon plate guides infrared light by total internal reflection. Its wet-etched surface carries a layer of Si-H bonds, with air outside. The z axis is the surface normal and xz is the plane of incidence. Light polarized in this plane is p light, with field components Ex and Ez; light polarized perpendicular to it is s light, with component Ey.

Each Si-H stretch is assumed to have a real transition moment along its bond. What the measurement sees is the direction of this moment, which in a group of low symmetry need not follow the bond exactly (see part (f)). The bond makes an angle t with z (0 ≤ t ≤ 90°) and has azimuth φ about z, so its unit vector is

u = (sin t cos φ, sin t sin φ, cos t).

The supplied intensities are squared field amplitudes inside the layer, per unit squared amplitude of the incident wave in silicon:

Ix = 1.98, Iy = 2.19, Iz = 1.06.

They hold for an internal angle of 45°, a silicon index of about 3.42 and an assumed layer permittivity of 1.5. The dichroic ratio is R = A_p/A_s, where A_p and A_s are absorbances integrated over the Si-H stretch band near 2080 cm⁻¹. For this exercise the measured value is R = 3.0 ± 0.1.

Take the absorption as weak, the layer as much thinner than the wavelength, all bonds as equally strong and the polarizer as ideal. Except where a part says otherwise, azimuths are random.

**Part (a). Derive R for bonds that share a single tilt t. How many equally spaced azimuths are enough to replace a random distribution?**

Model answer. To leading order in the light field, a bond absorbs at a rate proportional to |E·u|². For p light,

|Ex ux + Ez uz|² = |Ex|² ux² + |Ez|² uz² + 2 Re(Ex Ez*) ux uz.

The azimuthal averages needed are <cos φ> = 0 and <cos² φ> = <sin² φ> = 1/2. They give

<ux²> = <uy²> = (1/2) sin² t,
<uz²> = cos² t,
<ux uz> = sin t cos t <cos φ> = 0.

The interference term therefore vanishes, whatever the relative phase of Ex and Ez. With a common constant K,

A_p = K [ (1/2) Ix sin² t + Iz cos² t ],
A_s = K (1/2) Iy sin² t.

K contains the number of bonds, the squared transition moment, the number of reflections and the oblique-incidence factor. All of these are the same for the two polarizations, so K cancels in the ratio. Dividing numerator and denominator by (1/2) sin² t gives

R = Ix/Iy + 2 (Iz/Iy) cot² t.   (1)

Now let there be N azimuths φ_k = φ₀ + 2πk/N, with k = 0, …, N − 1. Since cos² φ = (1 + cos 2φ)/2, the averages above require the sums of cos φ_k and cos 2φ_k to vanish. Both are real parts of

Σ exp(i m φ_k) = exp(i m φ₀) Σ exp(2πi m k/N), with m = 1 or 2.

This geometric sum is zero unless N divides m. Three or more equally spaced azimuths therefore suffice. Two opposite azimuths fail at m = 2: the sum of cos 2φ_k is then 2 cos 2φ₀, which is in general not zero. A surface with threefold symmetry, or one with equal amounts of two perpendicular domains, each holding two opposite azimuths in equal number, thus obeys equation (1) without being disordered in azimuth.

**Part (b). Invert the relation, state which ratios are admissible, and find the tilt and its error for R = 3.0 ± 0.1.**

Model answer. Subtract Ix/Iy from both sides of (1) and multiply by Iy:

R Iy − Ix = 2 Iz cot² t.

Since tan² t = 1/cot² t,

tan² t = 2 Iz/(R Iy − Ix).   (2)

As t rises from 0 to 90°, cot² t falls steadily from infinity to zero. R therefore falls steadily from infinity to

Ix/Iy = 1.98/2.19 = 0.904,

and each admissible ratio belongs to one tilt. The third digit of this limit reflects the rounding of the supplied fields: the unrounded fields of part (e) give 0.9065 here and 1.393 for the R_iso of part (c). The difference matters only for nearly flat bonds, where a ratio of 0.9065 would be read as 87° instead of 90°. Upright bonds do not absorb s light, which is why R diverges at t = 0. A measured ratio below 0.904 by more than its error cannot come from any tilt. It would point to an error elsewhere, for example in the supplied fields, the baseline, the polarizer setting or the assumption about azimuth.

For the measured ratio,

R Iy − Ix = 3.0 × 2.19 − 1.98 = 4.59,
tan² t = 2 × 1.06/4.59 = 0.462,
t = 34.2°.

For the error, differentiate (1), using d(cot² t)/dt = −2 cot t/sin² t:

dR/dt = −4 (Iz/Iy) cos t/sin³ t.

The reciprocal is

dt/dR = −(Iy/Iz) sin³ t/(4 cos t) = −Iy sin² t tan t/(4 Iz).   (3)

At 34.2° this is −0.111 rad, or −6.35°, per unit of R. An error of 0.1 in R thus shifts the tilt by about 0.6°. Direct use of (2) gives 33.58° at R = 3.1 and 34.85° at R = 2.9, against 34.20° at R = 3.0, in agreement. The result is t = 34.2° ± 0.6° (0.597 rad), where the error covers the uncertainty of R alone and the supplied fields are held fixed.

**Part (c). At what ratio can a single tilt no longer be told from random orientation in three dimensions? What does R determine when the tilts are distributed? Would a second angle of incidence help?**

Model answer. For random orientation over the sphere, the mean of cos² t carries the solid-angle weight (1/2) sin t dt, with t running from 0 to 180°. Substituting v = cos t,

<cos² t> = (1/2) ∫ v² dv from −1 to 1 = 1/3.

Restricting the bonds to the outward hemisphere changes nothing, because cos² t is the same for u and −u. The remaining 2/3 is shared equally by x and y, so all three mean squares are 1/3. Hence A_p ∝ (Ix + Iz)/3 and A_s ∝ Iy/3, with the same constant, and

R_iso = (Ix + Iz)/Iy.   (4)

For the supplied fields,

R_iso = (1.98 + 1.06)/2.19 = 1.388.

To find the single tilt with this ratio, insert (4) in (2). The denominator becomes R_iso Iy − Ix = Iz, so

tan² t = 2, cos² t = 1/(1 + 2) = 1/3, t = 54.74°.

The field intensities have dropped out of the tilt, provided Iz is not zero. They have not dropped out of the ratio: R_iso must be computed for the optical arrangement in use. If Iz were zero, equation (1) would give R = Ix/Iy for every tilt above zero, and the measurement would carry no information about tilt.

For a distribution of tilts, the absorbances must be averaged before the ratio is taken, because the detector sees the sum over all bonds. Let c = <cos² t>, so that <sin² t> = 1 − c. Then

R = [ (1/2) Ix (1 − c) + Iz c ] / [ (1/2) Iy (1 − c) ]
  = Ix/Iy + 2 (Iz/Iy) c/(1 − c).   (5)

The derivative of c/(1 − c) is 1/(1 − c)², which is positive. R therefore fixes c, and nothing else about the distribution. The measured ratio of 3.0 means c = 0.684. The angle of 34.2° is the tilt of the bonds only if they all share one tilt; otherwise it is a way of stating c.

At R_iso the data thus fit random bonds, a single tilt of 54.74°, or a mixture in which one third of the bonds stand upright and two thirds lie flat. A second angle of incidence does not separate these cases. Absorption in this model depends on the bonds through the mean products <ui uj>. In all three cases these are 1/3 for i = j and zero otherwise, so A_p is the same in all three cases, and so is A_s, for any field whatever.

Equation (4) also allows Iz to be eliminated. From Iz/Iy = R_iso − Ix/Iy,

tan² t = 2 (R_iso − Ix/Iy)/(R − Ix/Iy).

If a randomly oriented reference layer with the same permittivity and the same optics were available, its measured ratio could replace the supplied Iz.

**Part (d). With an error of 0.1 in R, which tilts cannot be told from random orientation? Is the measured layer one of them?**

Model answer. At cos² t = 1/3 we have sin² t = 2/3 and tan t = √2. Equation (3) becomes

dt/dR = −(Iy/Iz) (2/3) √2/4 = −√2 Iy/(6 Iz),

which is −0.487 rad, or −27.9°, per unit of R. The linear estimate of the window is therefore 54.7° ± 2.8°. Equation (2) itself gives 52.2° at R_iso + 0.1 and 57.8° at R_iso − 0.1. The window is wider on the side of large tilt because sin² t tan t, and with it the slope, grows with t.

The same error in R costs 4.4 times as much in angle here as at 34.2°, since 27.9/6.35 = 4.4. If the relative error of R were held fixed instead, the error at R_iso would be smaller than 0.1 and the window narrower in proportion.

The measured ratio lies 3.0 − 1.388 = 1.61 above R_iso, sixteen times the stated error. With the supplied fields, a wholly random layer is excluded.

**Part (e). Show where the supplied intensities come from. How does the recovered tilt depend on the permittivity assigned to the layer?**

Model answer. Let n be the index of silicon, θ the internal angle and s = n sin θ. For total reflection s > 1, and the field in air decays with κ = √(s² − 1) in units of the vacuum wavenumber. Choose the time factor exp(−iωt) and units in which a wave of unit electric amplitude in silicon has magnetic amplitude n. The layer is so thin that the fields can first be found without it.

For s light with reflected amplitude r, continuity of Ey and of the tangential magnetic field gives

1 + r = Ey, n cos θ (1 − r) = iκ Ey.

Inserting r = Ey − 1 in the second equation,

Ey = 2n cos θ/(n cos θ + iκ).

In the squared modulus, the denominator is n² cos² θ + n² sin² θ − 1 = n² − 1, so

Iy = 4n² cos² θ/(n² − 1).

For p light let H be the magnetic amplitude in air. Continuity of the tangential magnetic and electric fields gives

n(1 + r) = H, cos θ (1 − r) = iκ H.

With r = H/n − 1,

H = 2n cos θ/(cos θ + i n κ),
|H|² = 4n² cos² θ/(cos² θ + n² κ²).

In air |Ex| = κ|H| and |Ez| = s|H|. At 45° and n = 3.42 these formulas give Ix = 1.98, Iy = 2.19 and 2.39 for the z intensity on the air side.

Now insert the layer, with permittivity ε. The tangential components Ex and Ey are continuous and keep their values. The normal component of D is continuous, so Ez in the layer is the air value divided by ε:

Iz = 2.39/ε².

For ε = 1.5 this is 1.06, the supplied value. At fixed R, Ix and Iy, equation (2) then shows that tan t is proportional to 1/ε. With unrounded fields and R = 3.0:

ε = 1.0: Iz = 2.39, t = 45.6°, R_iso = 2.00
ε = 1.5: Iz = 1.06, t = 34.3°, R_iso = 1.39
ε = 2.0: Iz = 0.60, t = 27.1°, R_iso = 1.18

The value R_iso = 2 for ε = 1 does not depend on the index. At 45°, s² = n²/2 and κ² = n²/2 − 1, so

cos² θ + n² κ² = (1 − 2n² + n⁴)/2 = (n² − 1)²/2,
|H|² = 4n²/(n² − 1)²,
Ix + Iz = (κ² + s²)|H|² = (n² − 1)|H|² = 4n²/(n² − 1),
Iy = 2n²/(n² − 1).

Their ratio is 2 whenever 45° gives total reflection, that is, for n > √2.

The assumed permittivity thus moves the tilt by about 19° over this range, against 0.6° from the error of R. The conclusion that the layer is not wholly random is firmer than the angle, since R = 3.0 exceeds R_iso for all three permittivities.

**Part (f). An ideal dihydride on Si(100) has bonds along [111] and [−1 −1 1], with z along [001]. Its two stretches couple into a symmetric and an antisymmetric mode. What ratios are found for the separate bands and for their sum?**

Model answer. The bond vectors are

u₁ = (1, 1, 1)/√3, u₂ = (−1, −1, 1)/√3,

written in crystal axes. Each has cos² t = 1/3, the tilt found in part (c). For equal bonds the normalized modes have moments

(u₁ + u₂)/√2 = (0, 0, 2)/√6,
(u₁ − u₂)/√2 = (2, 2, 0)/√6.

Assume equal amounts of two domains turned by 90° about z, so that the azimuthal averages of part (a) hold. The symmetric mode has its moment along z, so A_s = 0 and R has no finite value. The antisymmetric mode has its moment in the surface plane, so R = Ix/Iy = 0.904.

For the sum of both bands, the squared moments are 4/6 = 2/3 along z and 8/6 = 4/3 in the plane, the latter shared equally by x and y. Each axis receives 2/3, and the summed ratio is R_iso = 1.388.

A well-ordered dihydride therefore looks random if its two bands are integrated together, and shows its order if they are resolved. This holds for tetrahedral angles, for moments that lie along the bonds and for equal screening of the two modes; a real dihydride need not meet these conditions closely. For the central SiH₂ group of trisilane at tetrahedral geometry, with only the hydrogen displaced, Hartree-Fock places the dipole derivative at 47.0° (6-31G*) or 45.6° (def2-SVP) from the twofold axis instead of 54.7°. The antisymmetric band is then only 1.0 to 1.2 times as strong as the symmetric one instead of twice, and the summed ratio is about 1.8 instead of 1.388.

**Part (g). Estimate how far other imperfections move the result, and compare the example with real surfaces.**

Model answer. Each effect is taken alone, with the layer permittivity held at 1.5.

Internal angle. At 43° and 47° the recovered tilt is 34.5° and 34.1°, against 34.3° at 45° with the same unrounded fields. An alignment error of 2° is negligible here.

Polarizer leakage. If a fraction p = 0.01 of the power has the wrong polarization, then for weak absorption

R_measured = [(1 − p)R + p]/[(1 − p) + pR].

Solving for the true ratio with R_measured = 3.0,

R = (0.99 × 3.0 − 0.01)/(0.99 − 0.01 × 3.0) = 2.96/0.96 = 3.08,

and t = 33.7°. Leakage matters more at the two ends of the tilt range, most of all for nearly upright bonds. At t = 0 the true ratio is infinite but the measured one is 0.99/0.01 = 99, which (2) would read as a tilt of about 6°. At t = 90° the measured ratio is 0.906, which (2) would read as 87.5°.

Partial disorder. If one fifth of the bonds are random and the rest share one tilt, then 0.684 = 0.8 cos² t + 0.2/3. This gives cos² t = 0.772 and t = 28.5° for the ordered part.

Unequal domains. Let 60% of the bonds lean along ±x and 40% along ±y. The factors 1/2 in part (a) become 0.6 for Ix and 0.4 for Iy, so

R = 1.5 Ix/Iy + 2.5 (Iz/Iy) cot² t.

For a true tilt of 34.2° this is 3.98, which (2) would read as 29.3°.

Strong absorption. The loss along z is proportional to Im ε_z |Ez|², and Ez varies as 1/ε_z, so the loss varies as Im ε_z/|ε_z|². Suppose that at the resonance frequency, where the real part is still 1.5, the imaginary parts of the permittivity along x, y and z add up to 0.5. Then Im ε_z = 0.5 × 0.684 = 0.34, and the z absorption is reduced by the factor 1/[1 + (0.34/1.5)²] = 0.95. A Fresnel calculation for a 0.15 nm film gives R = 2.91 and, with the unrounded fields of part (e), an apparent tilt of 34.9° instead of 34.2°. This estimate holds at the resonance frequency only. For a Lorentzian resonance the z response, Im(−1/ε_z), moves to a higher frequency but keeps its height and area, so the ratio of integrated absorbances, which defines R here, is unaffected for a very thin layer provided the integration covers the shifted band. The value 0.5 is a weak case: for a width of 10 cm⁻¹ the shift is 1 cm⁻¹ and the ratio of peak heights is 2.98. A full monolayer is likely to be much stronger; 7.8 × 10¹⁴ bonds per cm² with a dipole derivative of 0.34 e in a 0.15 nm film give a sum of 2 to 15 for widths of 60 to 10 cm⁻¹. For a sum of 5 and a width of 10 cm⁻¹ the shift is 11 cm⁻¹, the ratio at resonance is 1.25 and the ratio of peak heights 2.25, while the integrated ratio stays at 3.01. Only integrated absorbances should be put into equation (2).

Comparison with real surfaces. The silicon index and the stretch wavenumber are rough typical values. The ratio 3.0 is chosen for the exercise and is not a datum for a particular wafer. On an ideal monohydride-terminated Si(111) surface the bonds stand along the normal, so s absorption should vanish; a ratio near 3 would suit a less perfect or mixed surface. The least secure assumption is that one atomic layer can be given a bulk-like permittivity: values from 1.0 to 2.0 move the tilt from 46° to 27°. Next come mixed bonding sites and, on miscut wafers, unequal domains, worth about 6° and 5° in the cases above. For dihydride-like groups the moment may also deviate from the bond by 8° to 9°, as in the estimate of part (f). A fair statement of the result is therefore 34° for the tilt of the transition moment with the supplied Iz, with an uncertainty of order 10° if Iz rests on a permittivity assumed to lie between 1 and 2; a permittivity of 3 would give 19°. The values used here are listed in the numerical output below.

Calculated quantities

```
Silicon index 3.42, internal angle 45 deg
Wavenumber 2080 cm^-1, wavelength 4808 nm
Layer: thickness 0.15 nm, permittivity 1.5
Supplied Ix, Iy, Iz: 1.98, 2.19, 1.06
Fresnel Ix, Iy, Iz in layer: 1.9825 2.1870 1.0629
Fresnel Iz on air side: 2.3914
Measured R: 3.0 +/- 0.1
Ix/Iy (lower limit of R): 0.9041
Iz/Iy: 0.4840
R*Iy - Ix: 4.5900
tan^2 tilt: 0.4619
cos^2 tilt: 0.6841
Tilt: 34.20 deg = 0.5969 rad
Slope dt/dR at this tilt: -6.35 deg
Tilt at R = 3.1: 33.58 deg
Tilt at R = 2.9: 34.85 deg
R_iso: 1.3881
Magic tilt: 54.74 deg
Slope dt/dR at magic tilt: -27.90 deg
Tilt at R_iso + 0.1: 52.16 deg
Tilt at R_iso - 0.1: 57.80 deg
Ideal dihydride bond tilt: 54.74 deg
Dihydride R, both bands summed: 1.3881
Dihydride R, antisymmetric band: 0.9041
Neglected effects (Fresnel fields for the next 5 lines):
 permittivity 1.0: Iz 2.391, tilt 45.63 deg, R_iso 2.000
 permittivity 1.5: Iz 1.063, tilt 34.27 deg, R_iso 1.393
 permittivity 2.0: Iz 0.598, tilt 27.07 deg, R_iso 1.180
 internal angle 43 deg: tilt 34.45 deg, R_iso 1.398
 internal angle 47 deg: tilt 34.12 deg, R_iso 1.388
Polarizer leak 1 %: true R 3.083, tilt 33.68 deg
20 % random bonds: tilt of the rest 28.54 deg
60:40 domains (x:y), true tilt 34.20 deg: R 3.976
 apparent tilt 29.31 deg
Strong peak, summed Im(eps) 0.5: R 2.908
 apparent tilt 34.87 deg
 s and p loss per reflection: 1.40e-05, 4.07e-05
```
